# Why magnetic breakdown turns B² magnetoresistance into saturation in magnesium and zinc

## Two kinds of closed orbit

Take electrons and holes with equal mass \(m\) and relaxation time \(\tau=1/\gamma\), in a field \(B\) along \(+z\), with current in the plane. Let \(\omega=eB/m\), with electron charge \(-e\). In-plane isotropy allows the conductivity to be written as one complex number,

\[
S=\sigma_{xx}+i\sigma_{yx},\qquad \rho_{xx}=\frac{\sigma_{xx}}{\sigma_{xx}^2+\sigma_{yx}^2}.
\]

Electrons turn counterclockwise and holes clockwise, so

\[
S=\frac{e^2}{m}\left[\frac{n_e}{\gamma-i\omega}+\frac{n_h}{\gamma+i\omega}\right]
=\frac{e^2}{m}\,\frac{n_t\gamma+iN\omega}{\gamma^2+\omega^2},
\]

with \(n_t=n_e+n_h\) and \(N=n_e-n_h\). Inserting this in \(\rho_{xx}\) and dividing by \(\rho_0=m\gamma/(e^2n_t)\) gives

\[
\frac{\rho_{xx}}{\rho_0}=\frac{1+(\omega\tau)^2}{1+(N/n_t)^2(\omega\tau)^2}.
\]

For \(N=0\) the resistance grows as \(B^2\) without limit. For \(N\neq0\) it saturates at \((n_t/N)^2\). The growth needs the Hall currents of electrons and holes to cancel.

Magnesium and zinc have four valence electrons per hexagonal cell, an even number, which allows compensation. It holds if the orbits are closed and the layers at fixed \(k_z\) count, on average, two full bands. With \(B\) along the \(c\) axis, magnetic breakdown changes the orbits and with them \(N\).

## What breakdown does to the count

Cut the free-electron sphere at fixed \(k_z\) and repeat the circle, of radius \(r\), about every in-plane reciprocal-lattice point. Let \(G\) be the shortest in-plane reciprocal vector and \(A_{BZ}\) the area of the two-dimensional zone. If \(r\) slightly exceeds \(G/\sqrt3\), the distance to a zone corner, three circles overlap there.

Let \(f_1,f_2,f_3\) be the areas per zone covered by one, two and three circles. Then

\[
f_1+f_2+f_3=A_{BZ},\qquad f_1+2f_2+3f_3=\pi r^2 .
\]

Subtracting twice the first equation from the second gives \(\pi r^2-2A_{BZ}=f_3-f_1\). Small gaps at the crossings separate the bands. The first band is full. The second has a hole hexagon of area \(A_h=f_1\), and the third has two electron triangles, \(2A_t=f_3\). Spheres displaced along \(c\) as well can add separate closed orbits inside the hexagon; these are counted below with the remaining orbits.

The high-field Hall conductivity of a closed orbit depends on its signed area. With \(k=k_x+ik_y\) and complex velocity \(v\), the equation of motion is \(\dot k=i(eB/\hbar)v\). For weak scattering the mean future displacement is therefore \(L=(\hbar/ieB)(\bar k-k)\), where \(\bar k\) is the time average. Since \(v^*=i\hbar\dot k^*/(eB)\),

\[
\oint v^*L\,dt=\left(\frac{\hbar}{eB}\right)^2\oint(\bar k-k)\,dk^*
=2i\left(\frac{\hbar}{eB}\right)^2A .
\]

The area \(A\) is positive for counterclockwise motion. In a layer \(dk_z\) the Fermi-surface weight is \([2\,dk_z/(2\pi)^3](eB/\hbar^2)\,dt\), and \(S\) contains \(e^2\cdot\tfrac12v^*L\). Hence

\[
S\to i\,\frac eB\,\frac{2A\,dk_z}{(2\pi)^3}.
\]

Without breakdown the layer counts as \(2A_t-A_h=\pi r^2-2A_{BZ}\). With complete breakdown the electron follows the whole circle, which counts as \(\pi r^2\). **The net electron area rises by \(2A_{BZ}\) in every converted layer that contains triangles.** No electrons have been added; the same states now circulate differently.

The zone volume is \(2\pi A_{BZ}/c\), so converting a thickness \(2h\) leaves

\[
N=\frac{2\cdot2A_{BZ}\,2h}{2\pi A_{BZ}/c}=\frac{4hc}{\pi}
\]

net electrons per cell, if the metal is compensated without breakdown.

Triangles exist at the central cut if the Fermi radius \(k_F\) exceeds \(G/\sqrt3=4\pi/(3a)\). With four electrons in the cell volume \(\sqrt3a^2c/2\), \(k_F^3=24\pi^2/(\sqrt3a^2c)\), and the condition becomes

\[
\frac ca<\frac{27\sqrt3}{8\pi}=1.861 .
\]

Magnesium, with \(c/a\) roughly 1.6, lies well inside. Zinc, at about 1.83 when cold and 1.86 at room temperature, is so near the threshold that the crystal potential, absent here, decides whether its small triangles exist.

## The junctions

At a crossing, let \(v_g\) be the velocity component along the reciprocal vector joining the circle centres, and \(v_p\) the perpendicular one. The wavevector along that direction changes at the rate \(eBv_p/\hbar\), and the two band energies separate by \(2\hbar v_g\) per unit wavevector. Their difference is thus \(Rt\), with \(R=2eBv_gv_p\). For a gap \(\Delta\) the amplitudes obey

\[
i\hbar\dot c_1=\tfrac12Rt\,c_1+\tfrac12\Delta c_2,\qquad
i\hbar\dot c_2=\tfrac12\Delta c_1-\tfrac12Rt\,c_2 .
\]

Far from the crossing the first state's energy is \(Rt/2+\Delta^2/(4Rt)\), so

\[
c_1\sim\exp\left\{-\frac i\hbar\left[\frac{Rt^2}{4}+\frac{\Delta^2}{4R}\ln t\right]\right\}.
\]

Continue this from large negative to large positive \(t\) through the upper half plane. There it starts as the smaller of the two solutions, so its leading form carries through. The logarithm changes by \(-i\pi\), which multiplies \(|c_1|\) by \(\exp[-\pi\Delta^2/(4\hbar R)]\). Squaring gives the probability of staying on the same circle:

\[
P=e^{-B_0/B},\qquad B_0=\frac{\pi\Delta^2}{4\hbar e\,v_gv_p}.
\]

Bragg reflection onto the other circle has probability \(Q=1-P\). Direct integration of the two-band equation agreed with this at 0.5, 1 and 3 T. For the magnesium-like model below, \(B_0=1\) T corresponds to a gap of about 32 meV.

## The incoherent network

An incoherent network adds probabilities, not amplitudes. Define \(\cos\alpha=G/(2r)\) and \(\beta=\alpha-\pi/6\). Each circle has six long arcs of angle \(\pi/3-2\beta\) and six short arcs of angle \(2\beta\). Reflection reverses the component of \(k\), measured from the circle centre, along the joining vector. It turns the velocity by \(-\delta\) after a long arc and by \(+\delta\) after a short one, where \(\delta=\pi-2\alpha=2\pi/3-2\beta\). Repeated reflection therefore traces the hexagon backwards or the triangle forwards.

Let \(L(\theta)\) now be the mean future displacement divided by the speed, and write \(S=(ne^2/m)F\) with \(F=\langle e^{-i\theta}L\rangle\). A complete circle has \(L=ue^{i\theta}\), with \(u=1/(\gamma-i\omega)\).

The case of weak scattering and a vanishing triangle, \(\gamma\to0\) and \(\beta\to0\), can be solved in a few lines. On the long arc centred at \(\theta=0\) write \(L=ue^{i\theta}+C_l\), and on the next short arc \(L=ue^{i\theta}+C_s\). With \(w=e^{i\pi/3}\), sixfold symmetry multiplies each constant by \(w\) on the next arc of its kind. Matching \(L\) at the two junctions gives

\[
\begin{aligned}
C_l&=uQe^{i\pi/6}(w^{-2}-1)+PC_s+Qw^{-1}C_l,\\
C_s&=uQe^{i\pi/6}(w^2-1)+PwC_l+Qw^2C_s .
\end{aligned}
\]

Eliminating \(C_s\) yields

\[
C_l\left[(1-Qw^{-1})(1-Qw^2)-P^2w\right]
=uQe^{i\pi/6}\left[(1-Qw^2)(w^{-2}-1)+P(w^2-1)\right].
\]

Because \(w^{-1}+w^2=0\) and \(Q^2-P^2=Q-P\), the left bracket is \(1+w(Q-P)\). Because \(w^2+w^{-2}=-1\) and \(P+Q=1\), the right bracket is \(-3\). The average over six long arcs is

\[
F=u+\frac{6}{2\pi}C_l\int_{-\pi/6}^{\pi/6}e^{-i\theta}d\theta=u+\frac3\pi C_l .
\]

Now set \(u=i/\omega\) and use \(ie^{i\pi/6}=w^2\) and \(-w^2=w^{-1}\):

\[
\omega F=i+\frac{9Q}{\pi}\,\frac{1}{w+w^2(Q-P)}
=i+\frac{9Q}{\pi}\,\frac{1}{P+i\sqrt3\,Q}.
\]

The last step uses \(Q-P=1-2P\), \(w+w^2=i\sqrt3\) and \(2w^2=-1+i\sqrt3\). Separating real and imaginary parts,

\[
\omega\,\mathrm{Re}\,F=\frac9\pi\frac{PQ}{P^2+3Q^2},\qquad
\omega\,\mathrm{Im}\,F=1-\frac{9\sqrt3}{\pi}\frac{Q^2}{P^2+3Q^2}.
\]

At \(P=0\) the Hall part is \(-0.654\), hole-like; at \(P=1\) it is \(+1\). In between, random switching between orbits makes the guiding centre diffuse. Steps of order the orbit size, proportional to \(1/B\), occur at a rate proportional to \(B\), so at given \(P\) the diffusive \(\sigma_{xx}\) varies as \(1/B\). A discretized network, with links found from the circle intersections, confirmed this formula and the solution at finite \(\beta\) and \(\gamma\).

## The plateau and its height

At high field \(Q\simeq B_0/B\). Reflections become rare per junction, but junctions are met more often. A reflection at time \(t_1\) replaces the remaining displacement factor \(u\) by \(ue^{\pm i\delta}\). For a uniform starting angle, each of the two junction types is met at the rate \(6\omega/2\pi\). To first order in \(Q\),

\[
F=u-Q\frac{6\omega}{2\pi}\left[(1-e^{i\delta})+(1-e^{-i\delta})\right]u\int_0^\infty e^{(i\omega-\gamma)t_1}dt_1
=u-\gamma_Bu^2,
\]

\[
\gamma_B=\frac6\pi\frac{eB_0}{m}(1-\cos\delta).
\]

To this order \(F=1/(\gamma+\gamma_B-i\omega)\). In the high-field limit, residual reflection acts as an additional scattering rate that does not depend on field.

For the whole metal, let \(n_j\) be the electrons per cell in the network circles of layer \(j\). Give the remaining closed orbits the free-electron mass and fix the total Drude weight at four electrons per cell. With \(V\) the cell volume, at high field

\[
\sigma_{yx}\simeq\frac{e^2}{mV}\frac N\omega,\qquad
\sigma_{xx}\simeq\frac{e^2}{mV}\,\frac{4\gamma+\sum_jn_j\gamma_{B,j}}{\omega^2}.
\]

Since \(\sigma_{xx}\ll\sigma_{yx}\), \(\rho_{xx}\simeq\sigma_{xx}/\sigma_{yx}^2\), and with \(\rho_0=mV\gamma/(4e^2)\)

\[
\frac{\rho_{sat}}{\rho_0}=\left(\frac4N\right)^2\left[1+\frac{\sum_jn_j\gamma_{B,j}}{4\gamma}\right].
\]

## How large

The numerical output treats a magnesium-like model with \(c/a=1.60\) and one with \(c/a=1.83\), chosen just inside the threshold to represent zinc. Both use \(B_0=1\) T and \(e\tau/m=100\ \mathrm{T^{-1}}\), values chosen to separate the regimes. Only layers that contain triangles and are not reached by tilted lattice cuts enter the network, and the remaining orbits are chosen so that \(N=0\) without breakdown. The magnesium-like free-electron surface is compensated in this way. The zinc-like one is not: between the top of the triangles at \(0.443/a\) and the tilted contact at \(0.56/a\), \(r<G/\sqrt3\) and a layer counts \(\pi r^2-A_{BZ}\). That leaves about 0.14 net electrons per cell without breakdown, and breakdown of the same crossings there would raise \(N\) from 1.03 to 1.30. Compensation of the zinc-like model is therefore an assumption. In both models the excluded layers contain crossings with a similar \(B_0\), whose switching is left out.

In the magnesium-like case \(h=0.604/a\), so \(N=4(0.604)(1.60)/\pi=1.23\). The circles hold 0.818 electrons per cell, and \(\gamma_B/\gamma=259\) in the central layer. Using that rate for every layer gives

\[
\left(\frac{4}{1.231}\right)^2\left[1+\frac{0.818\times259}{4}\right]\approx570 .
\]

The layer-by-layer sum gives 573. Without residual reflections the plateau would be only 10.6.

The curve does not rise smoothly to its plateau. At 0.08 T the local exponent is 1.97. The resistance then peaks near \(1100\rho_0\) at 0.5 T and falls to \(576\rho_0\) at 100 T. The zinc-like curve peaks near \(1200\rho_0\) and approaches \(687\rho_0\).

The clean-limit formula explains the peak in the zinc-like case, where the triangle is tiny. Just below the peak, at 0.5 T, \(P=0.135\), which gives \(\omega F\approx0.148-0.641i\). The circles hold 0.628 electrons per cell, and the other orbits cancel their Hall part at \(P=0\), so only its change from \(-0.654\) counts. In units of \(e^2/(mV\omega)\),

\[
\sigma_{xx}\approx0.628(0.148)+\frac4{50}=0.173,\qquad
\sigma_{yx}\approx0.628(0.654-0.641)\approx0.01 .
\]

The term \(4/50\) estimates ordinary scattering. Then \(\rho_{xx}/\rho_0\approx4(50)/0.173\approx1160\), against 1188 from the full calculation. The Hall part is still small, while the diffusive term, 0.093, already exceeds the ordinary one, 0.08. It is therefore the diffusive \(\sigma_{xx}\) that first stops the growth. The uncompensated Hall conductivity takes over at higher field and holds the plateau.

Two controls separate these roles. With \(P\) held at zero, the magnesium-like resistance reaches \(1.1\times10^6\rho_0\) at 10 T, where breakdown gives 602. With breakdown kept but enough holes added to cancel \(N\), the exponent returns to 2.00 at \(10^4\) T. Breakdown therefore produces lasting saturation through the loss of compensation.

## Reading a measurement

- **Do not take the peak field for \(B_0\).** It lies near \(B_0/2\) here only because of the chosen \(\tau\); at the same \(B_0\), a longer \(\tau\) moves it to lower field. A fit should include both the diffusive and the Hall parts.
- **Measure the Hall effect as well.** On the plateau \(\sigma_{yx}\simeq Ne/(BV)\) gives \(N\), and \(\rho_{sat}\) then gives the total relaxation rate.
- **Compare samples of different purity.** In absolute terms \(\rho_{sat}=(mV/e^2N^2)(4\gamma+\sum_jn_j\gamma_{B,j})\). Within this model it is linear in \(1/\tau\), with a non-zero intercept due to Bragg reflection, so purification cannot remove it.
- **Treat the oscillations separately.** An electron circling a triangle acquires a phase \(\hbar A_t/(eB)=2\pi f/B\). With rough lattice constants, \(f\) is about 4 T in the zinc-like model and 240 T in the magnesium-like one. The zinc-like value depends steeply on \(c/a\) so close to the threshold. The smaller phase is less easily scrambled by variations in field or orbit area, but in pure enough magnesium the larger one survives too. Interference can then make the effective switching probability oscillate, which the incoherent network omits. An average over those oscillations need not equal the incoherent result.

The argument requires the remaining orbits to be closed. A field direction that opens orbits, or gaps that couple further sheets, calls for a different network. The plateau heights belong to these free-electron models and are not predictions for particular samples.

## Calculated quantities

```
Triangle threshold c/a = 1.8607
Chosen B0 = 1.0 T, e*tau/m = 100 1/T
Relaxation time = 0.569 ns
Mg-like: c/a = 1.60, rough a = 0.32 nm
  r/K = 1.0516, beta = 4.561 deg
  needle half-height = 1.363 /a, layers used to 0.604 /a
  triangle frequency = 237.4 T
  per cell: circles 0.818, other e 1.798, other h 1.385
  net electrons after breakdown = 1.231 per cell
  rho_sat/rho0 = 573.4; without reflections 10.56
Zn-like: c/a = 1.83, rough a = 0.27 nm
  r/K = 1.0056, beta = 0.545 deg
  needle half-height = 0.443 /a, layers used to 0.443 /a
  triangle frequency = 4.0 T
  per cell: circles 0.628, other e 1.887, other h 1.484
  net electrons after breakdown = 1.031 per cell
  rho_sat/rho0 = 686.8; without reflections 15.04
Mg-like central areas / A_BZ: hole 0.6729, 2 triangles 0.0102
  circle 1.3372, net before -0.6628, gain 2.0000
Mg-like gap for B0 = 31.5 meV; integrated P(B0) = 0.3679
Mg-like gamma_B/gamma, central layer = 259.0
Largest relative network difference = 1.2e-04
Clean limit, no triangle: P, Re(omega F), Im(omega F)
  0.00  0.0000  -0.6540
  0.25  0.3069  -0.5949
  0.50  0.7162  -0.2405
  0.75  0.7162  0.5865
  1.00  0.0000  1.0000
rho/rho0: B (T), P, Mg-like, Zn-like, Mg-like with P=0
    0.05 0.0000     29.2     27.4 2.920e+01
    0.10 0.0000    113.5    106.5 1.135e+02
    0.20 0.0067    439.0    414.1 4.508e+02
    0.50 0.1353   1100.7   1187.8 2.812e+03
    1.00 0.3679    899.5   1052.5 1.124e+04
    2.00 0.6065    728.8    868.4 4.497e+04
    5.00 0.8187    632.2    756.5 2.811e+05
   10.00 0.9048    602.2    721.1 1.124e+06
   30.00 0.9672    582.9    698.1 1.012e+07
  100.00 0.9900    576.3    690.2 1.124e+08
Exponent dln(rho)/dln(B): B (T), Mg-like, Zn-like
    0.08   1.970   1.969
    0.30   1.191   1.339
    1.00  -0.370  -0.317
    3.00  -0.159  -0.154
   10.00  -0.049  -0.048
  100.00  -0.005  -0.005
Mg-like largest rho/rho0 up to 1000 T = 1100.8 at 0.50 T
Zn-like largest rho/rho0 up to 1000 T = 1199.6 at 0.56 T
Mg-like exponent at 10000 T, N cancelled by holes = 2.000
```
